# Zeeman energy against cyclotron energy for germanium heavy holes

**Question.** A germanium quantum well holds heavy holes, and a magnetic field is applied perpendicular to it. How large is the Zeeman splitting compared with the cyclotron energy, and how does the ratio scale with field, mass, well width and hole density?

**Answer.** For isolated heavy holes at the band edge the ratio is \(3\kappa m\), about 0.58, whatever the field. Here \(\kappa\) is the magnetic Luttinger parameter and \(m\) the in-plane mass in units of the free-electron mass \(m_0\). Light-hole mixing lowers the ratio, and so does a finite hole density.

## Hamiltonian and signs

The algebra is in atomic units, \(\hbar=e=m_0=1\), so the Bohr magneton is \(\mu_B=1/2\). Energies are hole energies, counted upwards from the valence-band edge. The field \(B\) points along \(z\), the growth direction [001]. The momentum is that of the valence electron, \(\boldsymbol\pi=\mathbf p+\mathbf A\), which gives

\[
[\pi_x,\pi_y]=-i(\partial_xA_y-\partial_yA_x)=-iB .
\]

The four states at the top of the valence band carry angular momentum \(J=3/2\). With \(\{a,b\}=(ab+ba)/2\), their Luttinger Hamiltonian is

\[
H=\tfrac12\left(\gamma_1+\tfrac52\gamma_2\right)\pi^2-\gamma_2\sum_i\pi_i^2J_i^2-2\gamma_3\sum_{i<j}\{\pi_i,\pi_j\}\{J_i,J_j\}+B(\kappa J_z+qJ_z^3).
\]

The parameters \(\gamma_1,\gamma_2,\gamma_3,\kappa,q\) are material inputs. The small \(q\) is set to zero at first.

The sign of \(\kappa\) relative to the commutator matters later, and a simple model fixes it. Let p-like valence orbitals \(x,y,z\) couple to an s-like band, a gap \(E_g\) above, through elements \(P\pi_\alpha\). Second-order perturbation theory lowers the valence electron by \((P^2/E_g)\pi_\alpha\pi_\beta\), so the hole energy gains \(+(P^2/E_g)\pi_\alpha\pi_\beta\). The antisymmetric part of its \(xy\) element is

\[
\frac{P^2}{2E_g}[\pi_x,\pi_y]=-\frac{iBP^2}{2E_g}=\frac{P^2}{2E_g}B\,(L_z)_{xy},
\]

because \((L_z)_{xy}=-i\). Within \(J=3/2\) the orbital part is \(L_z=\tfrac23J_z\), as the state with \(L_z=1\), \(J_z=3/2\) shows. The coupling therefore adds \(+P^2/(3E_g)\) to \(\kappa\). The bare spin adds \(-1/3\), since its hole energy is \(-BS_z=-BJ_z/3\). The large positive \(\kappa\) of germanium is thus mainly orbital in origin.

## The two energies

Heavy holes are the states \(J_z=\pm3/2\). For them \(\kappa BJ_z=\pm\tfrac32\kappa B\), and the splitting is

\[
E_Z=3\kappa B .
\]

The \(g\) factor is defined by \(E_Z=g\mu_BB=gB/2\), so \(g=6\kappa\). This \(g\) treats the pair as an effective spin 1/2.

For the orbital motion the diagonal part of \(H\) is needed. From \(J_x^2+J_y^2+J_z^2=15/4\) and \(J_z^2=9/4\), the averages of \(J_x^2\) and \(J_y^2\) are each \(3/4\). The coefficient of \(\pi_x^2+\pi_y^2\) is then

\[
\frac{\gamma_1}{2}+\frac{5\gamma_2}{4}-\frac{3\gamma_2}{4}=\frac{\gamma_1+\gamma_2}{2}=\frac1{2m},
\]

so \(m=1/(\gamma_1+\gamma_2)\). This is the uncorrected mass: it contains no coupling to light holes.

Define \(\pi_\pm=\pi_x\pm i\pi_y\) and \(a=\pi_-/\sqrt{2B}\). Then \([a,a^\dagger]=2i[\pi_x,\pi_y]/(2B)=1\), so \(a\) is an oscillator lowering operator. Also \(\pi_+\pi_-=\pi_x^2+\pi_y^2-i[\pi_x,\pi_y]=\pi_x^2+\pi_y^2-B\), hence

\[
\pi_x^2+\pi_y^2=B(2a^\dagger a+1),\qquad E_n=\left(n+\tfrac12\right)\frac Bm .
\]

The Landau spacing is \(E_c=B/m\), and the ratio is

\[
r=\frac{E_Z}{E_c}=\frac{gB/2}{B/m}=\frac{gm}{2}=3\kappa m .
\]

A free electron, with \(g=2\) and \(m=1\), would have \(r=1\). For the heavy hole a mass near one eighteenth is offset by a \(g\) near twenty.

## Numbers at 1 T

With \(\kappa=3.41\) and \(m=0.057\),

\[
g=6\times3.41=20.46,\qquad r=\frac{20.46\times0.057}{2}=0.583 .
\]

At 1 T the cyclotron energy is 2.031 meV and the Zeeman energy 1.184 meV; their quotient is again 0.583. The parameters \(\gamma_1=13.38\) and \(\gamma_2=4.24\) give the less rounded mass 0.05675 and \(r=0.5806\).

This limit was tested by diagonalizing the four-band Hamiltonian in a hard-wall well, with the light holes pushed up by an artificial 1000 eV. The ratio came out as 0.5806 at both 1 T and 5 T.

The ratio decides how the energy gaps alternate. With \(r<1\), the levels in rising order are \(n=0\) with \(J_z=-3/2\), \(n=0\) with \(+3/2\), \(n=1\) with \(-3/2\), and so on. An odd number of filled levels leaves the Fermi energy in a gap \(E_Z\); an even number leaves it in a gap \(E_c-E_Z\). At 1 T these are 1.184 and 0.847 meV. The odd gap is the larger whenever \(r>1/2\), and 0.58 is not far above that boundary.

If the field is tilted, the isolated pair responds through \(\kappa\) to \(B_z\) alone, because \(J_x\) and \(J_y\) have no elements between \(+3/2\) and \(-3/2\). In a thin layer the cyclotron energy also follows \(B_z\), so tilting leaves \(r\) unchanged in this limit. For an electron with an isotropic \(g\), \(E_Z\) follows the total field and tilting raises the ratio.

## Light-hole mixing in a well

In a well of width \(L\), the \(\gamma_3\) term couples heavy and light holes through \(k_z\), the momentum operator along \(z\). Using \(\pi_xJ_x+\pi_yJ_y=\tfrac12(\pi_+J_-+\pi_-J_+)\) and

\[
\langle\tfrac12|\{J_z,J_-\}|\tfrac32\rangle=\tfrac12\left(\tfrac12+\tfrac32\right)\sqrt3=\sqrt3,
\]

the coupling from \(+3/2\) to \(+1/2\) is \(-\sqrt3\gamma_3k_z\pi_+\). From \(-3/2\) to \(-1/2\) the average of \(J_z\) is \(-1\), and the coupling is \(+\sqrt3\gamma_3k_z\pi_-\).

Let \(h\) be the lowest heavy-hole state of the well, with energy \(E_h\), and let \(l\) run over the light-hole states, with energies \(E_l\). Second-order perturbation theory, with magnetic energies neglected in the denominators, shifts the two heavy-hole states by

\[
-\tfrac12\gamma_h\,\pi_\mp\pi_\pm=-\tfrac12\gamma_h(\pi_x^2+\pi_y^2\pm B),\qquad
\gamma_h=6\gamma_3^2\sum_l\frac{|\langle l|k_z|h\rangle|^2}{E_l-E_h},
\]

where the upper sign belongs to \(+3/2\). The first part changes the mass; the second reduces the splitting by \(\gamma_hB\), which is \(2\gamma_h\) in \(g\). The \(q\) term adds \(2\times\tfrac{27}8qB=\tfrac{27}4qB\) to the splitting, or \(\tfrac{27}2q\) to \(g\). Altogether

\[
\frac1m=\gamma_1+\gamma_2-\gamma_h,\qquad g=6\kappa+\tfrac{27}2q-2\gamma_h,
\]
\[
r=\frac{3\kappa+\tfrac{27}4q-\gamma_h}{\gamma_1+\gamma_2-\gamma_h}.
\]

Numerator and denominator lose the same amount. Since the numerator is the smaller, \(r\) falls. The even gap, \(E_c-E_Z\), does not change to this order. For \(q=0\) it is \((\gamma_1+\gamma_2-3\kappa)B=7.390\,B\). A diagonalization with mixing at 0.02 T, for the well described next, gave \(7.394\,B\).

**Size.** Take hard walls, \(L=16\) nm, \(\gamma_3=5.69\), and a strain offset \(\Delta=45\) meV that raises the light holes. The sine states of the well give, for even \(n\),

\[
\langle n|k_z|1\rangle=-\frac{2i\pi}{L^2}\int_0^L\sin\frac{n\pi z}L\cos\frac{\pi z}L\,dz=-\frac{4in}{L(n^2-1)},
\]

and zero for odd \(n\). The averages of \(J_i^2\) also fix the motion along \(z\): the coefficient of \(k_z^2\) is \((\gamma_1-2\gamma_2)/2\) for heavy and \((\gamma_1+2\gamma_2)/2\) for light holes. So \(E_h=(\gamma_1-2\gamma_2)\pi^2/(2L^2)=7.20\) meV, and the second light-hole level lies at 173.4 meV.

The first expression gives \(1/L^2=2\times7.20/(4.90\,\pi^2)=0.298\) meV. The \(n=2\) term is therefore

\[
6\times5.69^2\times\frac{64}{9}\times\frac{0.298}{173.4-7.2}\approx2.5,
\]

and the whole sum is \(\gamma_h=2.63\). The mass rises to 0.0667, which the curvature of the diagonalized zero-field subband reproduces. The \(g\) factor falls to 15.20, or 16.15 with a rough \(q=0.07\). The ratio becomes 0.507 without \(q\) and 0.539 with it.

Mass and \(g\) must be taken at the same level. The corrected mass with the bare \(g=20.46\) would give 0.682, a shift in the wrong direction.

**Scaling with width.** Inserting the matrix elements and levels gives

\[
\gamma_h=6\gamma_3^2\sum_{n\ \mathrm{even}}\frac{16n^2/(n^2-1)^2}{\tfrac{\pi^2}2\left[(\gamma_1+2\gamma_2)n^2-(\gamma_1-2\gamma_2)\right]+\Delta L^2}.
\]

Without strain the width drops out: the squared coupling and the level separation both grow as \(1/L^2\) when the well narrows, so their quotient stays fixed. At a fixed positive offset, \(\gamma_h\) falls as the well widens, and the band-edge ratio moves back towards its isolated value. In a very wide well the heavy-hole subbands crowd together, and a one-subband description then fails at smaller density.

## Finite density

The mixing above is linear in \(B\). A second coupling gives shifts of order \(B^2\), which grow with the Landau index. The \(J_-^2\) parts of \(J_x^2\), \(J_y^2\) and \(\{J_x,J_y\}\) are \(\tfrac14J_-^2\), \(-\tfrac14J_-^2\) and \(\tfrac i4J_-^2\), and \(\langle-\tfrac12|J_-^2|\tfrac32\rangle=2\sqrt3\). Hence

\[
\langle-\tfrac12|H|\tfrac32\rangle=-\tfrac{\sqrt3}2\left[\gamma_2(\pi_x^2-\pi_y^2)+2i\gamma_3\{\pi_x,\pi_y\}\right]\approx-\tfrac{\sqrt3}2\bar\gamma\,\pi_+^2,
\]

with \(\bar\gamma=(\gamma_2+\gamma_3)/2=4.965\). The dropped part is \(\pi_-^2\) with the coefficient \((\gamma_2-\gamma_3)/2=-0.725\), whose square is about 2% of \(\bar\gamma^2\).

The squared length of \(\pi_+^2|n\rangle\) is \(4B^2(n+1)(n+2)\). For \(-3/2\) the operator is \(\pi_-^2\), with squared length \(4B^2n(n-1)\). Let \(\Delta_1\) be the distance from the heavy-hole level to the first light-hole level, which has the same sine function. The two shifts are

\[
-\delta\,(n+1)(n+2)\quad\text{and}\quad-\delta\,n(n-1),\qquad\delta=\frac{3\bar\gamma^2B^2}{\Delta_1}.
\]

The Zeeman splitting at index \(n\) thus falls by \((4n+2)\delta\). The spacing from \(n\) to \(n+1\) on the \(-3/2\) ladder falls by only \(2n\delta\).

In the example, \(\Delta_1=7.20\times21.86/4.90+45-7.20=69.9\) meV. The unit of \(B\) at 1 T is \(2.031\times0.057=0.1158\) meV, so \(\delta=0.0142\) meV. Before this correction the splitting is \(16.15\times0.1158/2=0.935\) meV and the spacing \(0.1158/0.0667=1.736\) meV. For \(n=4\),

\[
r_4\approx\frac{0.935-18\times0.0142}{1.736-8\times0.0142}=\frac{0.679}{1.622}=0.42 .
\]

For \(n=0\) the same estimate gives \(0.907/1.736=0.52\). Full diagonalization of the four-band Hamiltonian at 1 T gives 0.411 and 0.523, so this coupling accounts for most of the fall. At \(n=4\) the ratio is below one half, and the order of the single-particle gaps is reversed: the even gap is now the larger.

Lowering the field at fixed density does not restore the band-edge value. Each level holds \(B/2\pi\) holes per unit area, so a density \(p\) fills \(\nu=2\pi p/B\) levels, and the index at the Fermi energy is \(n\approx\nu/2=\pi p/B\). For large \(n\) the loss of splitting is

\[
4n\delta\approx\frac{12\pi p\,\bar\gamma^2}{\Delta_1}B,
\]

which is linear in \(B\), like \(E_Z\) itself. In this limit the relative loss depends on density, not on field. For \(p=2\times10^{11}\) cm\(^{-2}\) at 1 T, \(\nu=8.27\), so \(n=4\) is the relevant index. In the four-band model the zero-field mass at the Fermi wavevector is 0.0726 along [100] and 0.0763 along [110], which is 9% and 14% above the band-edge 0.0667. Including the split-off band raises these masses to about 0.0755 and 0.0825. The value 0.58 therefore belongs to low density as well as to weak mixing.

## Beside a real well

The example resembles compressively strained germanium between silicon–germanium barriers, where widths of 10 to 20 nm, offsets of some tens of meV and densities around \(10^{11}\) cm\(^{-2}\) are roughly typical. The assumption of isolated heavy holes fails there: for the example's numbers, mixing and \(q\) move the ratio from 0.58 to 0.54, and the density moves it to 0.41 at the Fermi energy in the four-band model. That last number is only a rough guide, because the split-off band strengthens the \(\pi_\pm^2\) coupling. Including this band, with a spin–orbit splitting of 290 meV, lowers the ratio at \(n=4\) and 1 T from 0.41 to about 0.33, while the band-edge value stays near 0.54. The lower figure shifts by about 0.01 depending on whether the 45 meV offset is taken before or after strain mixes the light holes with the split-off band. Barrier penetration and a gate field are left out of these numbers, and in simple estimates both lower the ratio further. A gate that holds \(2\times10^{11}\) cm\(^{-2}\) needs a field of up to about 2.3 mV/nm. A uniform field of 1.1 to 2.3 mV/nm in the hard-wall four-band model moves the ratio at \(n=4\) from 0.41 to between 0.40 and 0.38, and the band-edge value to between 0.536 and 0.530. A 130 meV barrier, with the Luttinger parameters kept at their germanium values, gives roughly 0.51 at the band edge and 0.38 at \(n=4\).

Whether the gaps can be resolved is a separate matter. The thermal energy at 1 K is 0.086 meV. A rough mobility of \(10^5\) cm\(^2\)/Vs gives, with the bare mass, \(\hbar/\tau=0.203\) meV. Both are well below the bare gaps at 1 T. The mobility measures a transport time, however, and small-angle scattering can broaden the levels more than it suggests.

Interactions are the larger caution. At 1 T the magnetic length is 25.7 nm, and with a relative permittivity of 16 the Coulomb energy at that distance is 3.51 meV, three times the bare Zeeman energy. It scales as \(\sqrt B\), so it gains on \(E_Z\) as the field falls. Exchange can enlarge the gap at odd filling, and a gap measured there need not equal the single-particle \(E_Z\). The ratio derived here compares single-hole energies. The values used in the four-band estimates are collected in the numerical output below.

## Table of computed values

```
kappa = 3.41, in-plane mass = 0.057 m0
gamma1, gamma2, gamma3 = 13.38, 4.24, 5.69
g = 6 kappa = 20.46
field = 1.0 T
Zeeman energy = 1.184 meV
cyclotron energy = 2.031 meV
ratio, bare estimate = 0.583
even-filling gap, bare = 0.847 meV
mass 1/(gamma1+gamma2) = 0.05675 m0
ratio with that mass = 0.5806
isolated holes, diagonalized, 1 T = 0.5806
isolated holes, diagonalized, 5 T = 0.5806
well width = 16 nm, offset = 45 meV
heavy-hole ground level = 7.20 meV
second light-hole level = 173.4 meV
gamma_h = 2.629
mass with mixing = 0.0667 m0
mass from dispersion = 0.0667 m0
g with mixing, q = 0: 15.20
g with mixing, q = 0.07: 16.15
ratio with mixing, q = 0: 0.507
ratio with mixing and q = 0.539
inconsistent: bare g, mixed mass = 0.682
even gap / B, a.u., formula = 7.390
even gap / B, a.u., low field, mixed = 7.394
full ratio at 1 T, n = 0: 0.523
full ratio at 1 T, n = 4: 0.411
density = 2.0e+11 cm^-2, filling = 8.27
mass at Fermi wavevector, [100] = 0.0726 m0
mass at Fermi wavevector, [110] = 0.0763 m0
thermal energy at 1 K = 0.086 meV
mobility = 1e+05 cm2/Vs
transport broadening hbar/tau = 0.203 meV
magnetic length = 25.7 nm
Coulomb energy, eps_r = 16: 3.51 meV
```
